\section*{Why ion ripples and alternating light bands form in electronegative RF plasmas}

\section{The field inside an ion ripple}

**Q:** In phase-resolved light from a strongly electronegative capacitive discharge I see bright and dark bands across the bulk, and the bright bands change places during the RF cycle. I am told that positive and negative ions resonate with the drive. How can ion motion pattern the light?

**A:** Start with a weak ripple in the ion density and ask what it does to the field. I take one dimension, with equal positive- and negative-ion densities
\begin{equation}
n_+=n_-=n[1+h(x)],\qquad h=\delta\cos kx,\qquad \delta\ll1 .
\end{equation}
Electrons are few. The unperturbed bulk field is $E_0\cos\omega t$, and oscillating quantities are real parts of amplitudes times $e^{-i\omega t}$. Ion species $s$ has charge $q_s=\pm e$, mass $m_s$ and a constant momentum-loss rate $\nu_s$ to the gas. From $m_s(\dot v_s+\nu_sv_s)=q_sE$,
\begin{equation}
v_s=\frac{q_sE}{m_s(\nu_s-i\omega)},\qquad
\xi_s=\frac{v_s}{-i\omega}=-\frac{q_sE}{m_s(\omega^2+i\omega\nu_s)},
\end{equation}
where $\xi_s$ is the displacement. The two species move oppositely (apart from a collisional phase difference), so a ripple that is neutral on average becomes charged during the cycle.

To find that charge, add the ion currents. Since $(\nu_s-i\omega)^{-1}=i\omega/[\omega(\omega+i\nu_s)]$,
\begin{equation}
J_i=i\omega\epsilon_0X(1+h)E,\qquad
X=\sum_s\frac{e^2n/(\epsilon_0m_s)}{\omega(\omega+i\nu_s)} .
\end{equation}
Let the ripple, written as $\delta e^{ikx}$, add a field $E_1e^{ikx}$. The linear ripple of the current is $i\omega\epsilon_0X(E_1+\delta E_0)$. Charge conservation, $-i\omega\rho_i=-ikJ_{i1}$, then gives
\begin{equation}
\rho_i=ik\epsilon_0X(E_1+\delta E_0).
\end{equation}

Electrons screen part of this charge. If they cross the ripple quickly and $|E|\ll kT_e$, with $T_e$ in volts, pressure balances the added field: $n_{e1}=-n_eE_1/(ikT_e)$. Poisson's equation $ik\epsilon_0E_1=\rho_i-en_{e1}$ becomes
\begin{equation}
ik\epsilon_0E_1\left(1+\frac1{k^2\lambda_D^2}\right)=\rho_i,\qquad
\lambda_D^2=\frac{\epsilon_0T_e}{en_e}.
\end{equation}
Inserting $\rho_i$ and collecting $E_1$ gives
\begin{equation}
\frac{E_1}{E_0}=R\delta,\qquad
R=\frac{X}{1+(k\lambda_D)^{-2}-X}. \label{R}
\end{equation}

**Q:** Where is the resonance in this expression?

**A:** Drop collisions and screening. With $1/m_r=1/m_++1/m_-$ and the ion-ion plasma frequency $\omega_i^2=e^2n/(\epsilon_0m_r)$, one has $X=\omega_i^2/\omega^2$ and
\begin{equation}
R=\frac{\omega_i^2}{\omega^2-\omega_i^2}.
\end{equation}
The response is large near $\omega_i=\omega$, and its sign changes there. For $\omega_i<\omega$ the field is strongest at the ion crests. For $\omega_i>\omega$ it is strongest in the troughs.

\section{What makes the ripple grow}

**Q:** A field pattern at the drive frequency averages to zero. Why should it move ions steadily?

**A:** Two effects survive averaging. The first is the ponderomotive force: an ion samples slightly different fields at the two ends of its excursion. To leading order in $k\xi_s$ its mean force is
\begin{equation}
F_s=\tfrac12q_s\,{\rm Re}(\xi_s^*\,\partial_xE)
=-\frac{q_s^2}{2m_s}{\rm Re}\left[\frac{E^*\partial_xE}{\omega^2-i\omega\nu_s}\right].
\end{equation}
Use $(\omega^2-i\omega\nu_s)^{-1}=(1+i\nu_s/\omega)/(\omega^2+\nu_s^2)$, $E=E_0(1+Rh)$ and $|v_s|^2=q_s^2E_0^2/[m_s^2(\omega^2+\nu_s^2)]$. To first order in $h$,
\begin{equation}
F_s=G_sh',\qquad
G_s=-\frac{m_s|v_s|^2}{2}\left[{\rm Re}R-\frac{\nu_s}{\omega}{\rm Im}R\right].
\end{equation}
A positive $G_s$ pushes ions uphill, towards the crests.

The second effect is ion heating. Take isotropic scattering in the centre-of-mass frame from gas molecules of mass $M$, at a collision rate $\nu_m$ independent of speed. An ion of velocity $\mathbf u$ meeting a molecule of velocity $\mathbf V$ leaves with
\begin{equation}
\mathbf u'=\frac{m\mathbf u+M\mathbf V+M|\mathbf u-\mathbf V|\hat{\mathbf n}}{m+M},
\end{equation}
where $\hat{\mathbf n}$ is random. Averaging over $\hat{\mathbf n}$ and $\mathbf V$ removes the cross terms. The mean velocity falls by the fraction $M/(m+M)$, so $\nu=\nu_mM/(m+M)$. The mean square is
\begin{equation}
\langle u'^2\rangle=\frac{(m^2+M^2)u^2+2M^2\langle V^2\rangle}{(m+M)^2}.
\end{equation}
Subtract $u^2$, multiply by $m\nu_m/2$, and use $M\langle V^2\rangle/2=3T_g/2$. With ion and gas temperatures in energy units, the mean ion energy $W$ changes through collisions at the rate
\begin{equation}
\dot W_{\rm coll}=-\beta\left(W-\tfrac32T_g\right),\qquad
\beta=\frac{2m\nu}{m+M}.
\end{equation}
Now $W=\frac12mv^2+\frac32T$. The field supplies $qEv$ to $W$, while the drift energy obeys $d(\frac12mv^2)/dt=qEv-m\nu v^2$. Subtracting,
\begin{equation}
\tfrac32\dot T=m\nu v^2-\beta\left[\tfrac12mv^2+\tfrac32(T-T_g)\right].
\end{equation}
The terms in $v^2$ combine to $m\nu v^2[1-m/(m+M)]=\beta Mv^2/2$, hence
\begin{equation}
\dot T=-\beta\left(T-T_g-\tfrac13Mv^2\right).
\end{equation}
The cycle average of $v^2$ is $|v|^2/2$, so
\begin{equation}
T_s=T_g+H_s,\qquad H_s=\tfrac16M|v_s|^2 .
\end{equation}
In the ripple $v_s$ becomes $v_s(1+Rh)$. The heating therefore varies by $2H_s{\rm Re}R\,h$. If ${\rm Re}R<0$, the troughs are hotter, and their pressure drives ions into the crests.

**Q:** When do these two effects beat ordinary ion pressure?

**A:** Let $u$ be the slow ion velocity and $\theta_s$ the slow temperature ripple. For heat conduction I use the closure $-(5nT_s/2m_s\nu_s)\partial_xT_s$, which gives the diffusivity $\chi_s=5T_s/(3m_s\nu_s)$. For growth as $e^{\gamma t}$, continuity reads $\gamma h=-u'$. Both ion species share $u$, because on the slow scale their densities stay nearly equal. Compression heats by $-\frac23T_su'=\frac23T_s\gamma h$, so
\begin{equation}
\frac{\theta_s}{h}=
\frac{2\beta_sH_s{\rm Re}R+\frac23T_s\gamma}{\gamma+\beta_s+\chi_sk^2}. \label{theta}
\end{equation}
The slow momentum equation of each species is
\begin{equation}
m_s(\gamma+\nu_s)u=q_s\bar E-T_sh'-\theta_s'+G_sh'.
\end{equation}
Adding the two cancels the slow field $\bar E$. Differentiate the sum and use $u'=-\gamma h$ and $h''=-k^2h$:
\begin{equation}
\gamma\sum_sm_s(\gamma+\nu_s)=k^2\sum_s\left(G_s-T_s-\frac{\theta_s}{h}\right). \label{growth}
\end{equation}
At $\gamma=0$ the left side vanishes. If the right side is positive there, a growing solution exists, because the left side rises without limit while the right side stays bounded. The condition is
\begin{equation}
\underbrace{\sum_sG_s}_{\rm ponderomotive}
-\underbrace{\sum_s\frac{2H_s{\rm Re}R}{1+\chi_sk^2/\beta_s}}_{\rm heating\ feedback}
>\underbrace{\sum_sT_s}_{\rm pressure}. \label{threshold}
\end{equation}

**Q:** So I should tune exactly to resonance?

**A:** No. Take equal collision rates and no screening, and define $D=\omega^2-\omega_i^2$. Then $R=\omega_i^2/(D+i\omega\nu)$, and
\begin{align}
{\rm Re}R&=\frac{\omega_i^2D}{D^2+\omega^2\nu^2},\\
{\rm Re}R-\frac\nu\omega{\rm Im}R&=
\frac{\omega_i^2(D+\nu^2)}{D^2+\omega^2\nu^2}.
\end{align}
At $\omega_i=\omega$ the heating feedback is zero and the ponderomotive force still opposes the ripple. Heating helps for $\omega_i^2>\omega^2$, the ponderomotive force for $\omega_i^2>\omega^2+\nu^2$. Growth belongs to the high-density side of resonance. Resonance supplies the large response, and the side supplies the sign.

Far above resonance $R\to-1$: the ion current is then nearly uniform, so the field varies inversely with ion density. For long ripples, still without screening, $G_s=m_s|v_s|^2/2$ and (\ref{threshold}) becomes
\begin{equation}
\sum_s\left(\tfrac12m_s|v_s|^2+H_s\right)>2T_g. \label{dense}
\end{equation}
Growth remains possible there, but it no longer has resonant amplification.

\section{Numbers for an etch-type discharge}

**Q:** Are the required fields reasonable?

**A:** Take 0.5 Torr, 300 K, 8 MHz, a field amplitude of 40 V/cm, $n=4\times10^{10}$ cm$^{-3}$ and $n_e=2\times10^8$ cm$^{-3}$. The ions have 70 and 20 u, the gas molecules 88 u, and $T_e=4$ eV. The momentum-loss rates are $6.4\times10^6$ and $1.45\times10^7$ s$^{-1}$. These are rough model values.

Resonance lies at $2.25\times10^{10}$ cm$^{-3}$, so the ion-ion frequency is $8\sqrt{4/2.25}=10.7$ MHz, above the drive. For a 2 mm ripple, $R=-2.25-0.91i$. A 20\% density ripple thus gives a field ripple of $0.2|R|=48\%$.

The ion temperatures are 0.0277 and 0.0465 eV, against 0.0259 eV for the gas. A Monte Carlo calculation with individual collisions gives 0.0469 eV for the light ion. Condition (\ref{threshold}) reads
\begin{equation}
0.0371+0.0966=0.1337\ {\rm eV}>0.0742\ {\rm eV}.
\end{equation}
The heating feedback is the larger drive. By this criterion it would suffice alone, and the ponderomotive force would not.

The excess is 0.0595 eV, or $9.53\times10^{-21}$ J. With $k=3.14\times10^3$ m$^{-1}$ and $\sum m_s\nu_s=1.23\times10^{-18}$ kg/s, neglecting ion inertia and the terms in $\gamma$ in (\ref{theta}) gives
\begin{equation}
\gamma\simeq\frac{(3.14\times10^3)^2(9.53\times10^{-21})}{1.23\times10^{-18}}
=7.6\times10^4\ {\rm s^{-1}}.
\end{equation}
The full equation (\ref{growth}) gives $7.3\times10^4$ s$^{-1}$.

**Q:** You averaged over the cycle before finding the instability. Could the averaging have created it?

**A:** That can be tested without averaging. Let $D_s$, $V_s$ and $\Theta_s$ now be the full time-dependent ripples of relative density, velocity and temperature, and $v_s(t)$ and $T_s(t)$ the uniform background. The linearized equations are
\begin{align}
(\partial_t+ikv_s)D_s&=-ikV_s,\\
(\partial_t+ikv_s+\nu_s)V_s&=\frac{q_sE_1}{m_s}-\frac{ik}{m_s}(T_sD_s+\Theta_s),\\
(\partial_t+ikv_s+\beta_s+\chi_sk^2)\Theta_s&=
\tfrac23(\beta_sMv_s-ikT_s)V_s,
\end{align}
with Poisson's equation and drifting, diffusing electrons. Following all independent ripples through one RF period gives a matrix; its largest eigenvalue is the growth factor per period (Floquet analysis).

For a 5 mm ripple with $n_e$ reduced to a negligible $10^2$ cm$^{-3}$, the threshold fields are:
\begin{center}
\begin{tabular}{ccc}
$n/n_{\rm res}$ & formula (V/cm) & Floquet (V/cm)\\
1.2 & 27.5 & 27.5\\
1.8 & 28.2 & 28.2\\
5.0 & 38.5 & 38.5
\end{tabular}
\end{center}
The dense limit (\ref{dense}) sets the next scale. At 40 V/cm, $H_s=0.0018$ and 0.0207 eV, and $m_s|v_s|^2/2=3(m_s/M)H_s=0.0043$ and 0.0141 eV. They add to 0.041 eV, against the required 0.052 eV. As all four scale as $E_0^2$, the limiting threshold is $40\sqrt{0.052/0.041}\simeq45$ V/cm.

With the example's electrons restored, the 2 mm ripple at 40 V/cm starts to grow at $2.71\times10^{10}$ cm$^{-3}$ by the formula and $2.70\times10^{10}$ by Floquet analysis. At the example density the Floquet rate is $7.1\times10^4$ s$^{-1}$, a growth time of 14 $\mu$s. Its growth factor is real and positive: the ion pattern stands still from period to period.

**Q:** Does removing a supposed cause stop the growth?

**A:** Yes, in three Floquet tests. Removing the heating ripple while keeping the mean ion temperature changes the 2 mm rate to $-4.8\times10^4$ s$^{-1}$. For the other two I examined seven wavelengths from 0.6 to 4 mm. Lowering the density to $0.7n_{\rm res}$, with field and frequency fixed, leaves every ripple damped; the largest rate is $-4.3\times10^4$ s$^{-1}$. Raising the frequency to 13.56 MHz, with field and density fixed, also damps every ripple, with a largest rate of $-2.6\times10^4$ s$^{-1}$.

**Q:** Does the theory predict my band spacing?

**A:** Only the early preference. In the fluid model the fastest linear ripple is 0.64 mm long and grows at $2.5\times10^5$ s$^{-1}$. The factor $k^2$ favours short ripples, but conduction removes their hot and cold regions; at 0.25 mm the ripple is damped. At 0.64 mm, $k$ times the light-ion free path is already 0.32, so the fluid result is approximate: keeping the full ion velocity distribution raises the rate there to about $3.5\times10^5$ s$^{-1}$, with the fastest ripple still near 0.6 mm. At 2 mm it is 0.10. Saturation and merging, which could change the final spacing, are outside this calculation.

\section{Why the bright bands alternate}

**Q:** The ion pattern stands still, yet my bright bands move. Is the light simply brightest where the field is strongest?

**A:** Not for this ripple. Electrons cross it too quickly for local heating to settle the pattern. With mobility $\mu$ their flux is
\begin{equation}
\Gamma_e=-\mu[n_eE+\partial_x(n_eT_e)].
\end{equation}
Diffusion smooths a 2 mm ripple at the rate $k^2\mu T_e=1.7\times10^9$ s$^{-1}$, about 34 times $\omega$. The flux ripple is therefore nearly zero. Neglecting the temperature ripple, its linear part gives
\begin{equation}
n_{e1}E+n_eE_1+ikT_en_{e1}=0
\quad\Rightarrow\quad
\frac{n_{e1}}{n_e}=-\frac{E_1}{E+ikT_e}. \label{bunch}
\end{equation}
If $kT_e\gg|E|$, the electron bunch sits a quarter wavelength from the extremum of $E_1$. Electrons gather at the potential maxima of the ripple field.

Consider the half cycle with $E>0$. Above resonance $E_1$ is then mainly negative at an ion crest, so write $E_1=-|E_1|$. The real density ripple is
\begin{equation}
\frac{|E_1|}{E^2+k^2T_e^2}\left(E\cos kx+kT_e\sin kx\right),
\end{equation}
whose maximum is at $\tan kx=kT_e/E$, on the $+x$ side of the crest. Electrons drift towards $-x$, so this is also the downstream side of the strong-field trough. Half a cycle later $E$ and $E_1$ reverse, the sine term changes sign relative to the cosine term, and the bunch moves to the $-x$ side.

**Q:** Does that survive when electron energy and light are included?

**A:** I solved the linear density response together with
\begin{equation}
\tfrac32\partial_t(n_eT_e)+\partial_xQ=-\Gamma_eE-\tfrac32\nu_\epsilon n_eT_e,
\end{equation}
where $Q=\frac52(\Gamma_eT_e-\mu n_eT_e\partial_xT_e)$. The loss rate $\nu_\epsilon=1.16\,\omega$ keeps the cycle-mean temperature at 4 eV. Light is taken proportional to $n_e\exp(-U/T_e)$, with $U=14$ eV.

In the uniform background, $\dot T_e+\nu_\epsilon T_e=\frac23\mu E_0^2\cos^2\omega t$. The part at $2\omega$ has relative amplitude $1.16/\sqrt{1.16^2+2^2}=0.50$. The temperature thus peaks at 6.0 eV, at $\omega t=\frac12\arctan(2/1.16)=30^\circ$. There $E=34.6$ V/cm, $kT_e=189$ V/cm and, for $\delta=0.2$, $E_1=-19.2$ V/cm. Equation (\ref{bunch}) gives
\begin{equation}
\frac{n_{e1}}{n_e}=\frac{19.2}{34.6+189i}=0.100\,e^{-i80^\circ},
\end{equation}
a bunch 0.22 wavelength from the ion crest. The electron-fluid calculation gives a light ripple of 0.097 at the brightest instant, 0.24 wavelength from the crest. In the next half cycle it is 0.24 wavelength on the other side. The bands have moved by 0.475 wavelength, almost exchanging bright and dark places.

Over the whole cycle, the largest error of (\ref{bunch}) is 19\% of the peak electron-density ripple. The cycle-averaged light ripple is only 0.0035 with the field ripple prescribed by (\ref{R}). This is a small residue of two cancelling half cycles. Letting the oscillating electron temperature act back on the field lowers it to about 0.0014, while the gated ripple (0.096) and its position (0.24 wavelength) barely change. In this linear model an ungated camera would therefore miss most of the pattern. A strong, saturated ripple may behave differently. The light numbers are also approximate for another reason: at 2 mm, $k$ times the electron free path (thermal speed $\sqrt{eT_e/m_e}$ divided by collision rate) is 0.65, which is not small enough for an accurate fluid description.

\section{Comparison with a reactor}

**Q:** How far would you trust this for my chamber?

**A:** The parameters are in the broad regime of fluorocarbon capacitive reactors, but 0.5 Torr is high for many etch processes. A negative-ion to electron ratio of 200 means very strong electronegativity, and the reduced field amplitude, about 250 Td, is substantial. Real reactors break the assumption of a uniform bulk with a prescribed field: changing frequency, power or pressure also changes field and density. This matters most near threshold. In the electron-free 5 mm case at $1.8n_{\rm res}$, reducing the field from 40 to below 28 V/cm stops growth in the single-temperature model. The stronger ion heating along the field, discussed next, lowers this threshold somewhat.

Other omissions can be sized for the 2 mm example. Doubling ion heat conduction lowers the Floquet rate from $7.1$ to $6.6\times10^4$ s$^{-1}$. The light ions' temperature along the field is 14\% above their mean temperature. Applied to their pressure alone, this removes $0.14\times0.0465=0.0065$ eV, or 11\% of the net drive. But this excess temperature scales as the field squared, so its own ripple adds about $2|{\rm Re}R|\times0.0065=0.029$ eV. Together they raise the net drive by more than a third: the single-temperature model underestimates the growth of this ripple. Coulomb friction is about 3\% of the light ions' gas friction. A rough recombination coefficient of $10^{-7}$ cm$^3$/s gives a loss rate 6\% of the growth rate; because the loss is quadratic in density, it damps a ripple about a steady density twice as fast, at 11\%. Ripples in ionization and attachment are not included or sized.

To test the mechanism in a chamber, measure the bulk ion density and field as well as the light. The model expects growth when the ion-ion frequency is sufficiently above the drive and the field exceeds (\ref{threshold}). How far above depends on wavelength, because electron screening grows as the ripple lengthens: with the example's electrons at 40 V/cm, ripples of 6 and 8 mm are damped. Since (\ref{R}) assumes $|E|\ll kT_e$, the formula is accurate at 2 mm, gives a threshold field 5--7\% below the Floquet value at 4--5 mm, and is unreliable for longer ripples. At 5 mm even the sign of the small growth rate depends on how electron energy is treated. For weak ripples like the 2 mm example, where $kT_e$ is several times the bulk field, it expects the gated bright bands to lie on opposite sides of the ion crests in successive half cycles. Longer ripples need their own light calculation. The numerical output below gives the remaining digits.

\section*{Table of computed values}
\begin{verbatim}
INPUTS: 0.5 Torr class model, all material rates rough
Pressure: 0.5 Torr
Gas temperature: 300 K
Drive frequency: 8 MHz
Field amplitude: 40 V/cm
Reduced field amplitude: 248.5 Td
Negative-ion density: 4e+10 cm^-3
Electron density: 2e+08 cm^-3
Ion masses +,-; gas mass: 70, 20; 88 u
Ion momentum-loss rates +,-: 6.438e+06, 1.448e+07 s^-1
Electron temperature: 4 eV
Electron mobility: 4.371e+05 cm^2/(V s)
RESONANCE AND FORCES, 2 mm ripple
Density where ion-ion frequency equals drive: 2.251e+10 cm^-3
Ion-ion plasma frequency: 10.66 MHz
Field response R: -2.245 -0.907i
Ion temperatures +,-: 0.0277, 0.0465 eV
Negative-ion temperature, Monte Carlo: 0.04691 eV
Ponderomotive term: 0.03711 eV
Heating-feedback term: 0.09659 eV
Opposing ion-pressure term: 0.07419 eV
Threshold at n/n_res=1.2, 5 mm, no electrons: formula 27.49, Floquet 27.49 V/cm
Threshold at n/n_res=1.8, 5 mm, no electrons: formula 28.16, Floquet 28.17 V/cm
Threshold at n/n_res=5.0, 5 mm, no electrons: formula 38.52, Floquet 38.52 V/cm
Onset density: formula 2.712e+10, Floquet 2.702e+10 cm^-3
Growth rate: formula 7.349e+04, Floquet 7.110e+04 s^-1
Growth time: 14.07 us
Growth rate without heating feedback: -4.78e+04 s^-1
Largest rate at 0.7 n_res, tested wavelengths: -4.299e+04 s^-1
Largest rate at 13.56 MHz, tested wavelengths: -2.559e+04 s^-1
Fastest linear wavelength: 0.642 mm
Fastest growth rate: 2.477e+05 s^-1
LIGHT, 2 mm ripple
Ion density ripple amplitude: 0.2
Excitation threshold: 14 eV
Relative field ripple: 0.4842
Light ripple at brightest instant: 0.09741
Band position from ion crest, two half cycles: +0.237, -0.237 wavelengths
Band shift between half cycles: 0.475 wavelengths
Cycle-averaged light ripple: 0.003518
Largest error of bunching formula / peak: 0.1858
NEGLECTED EFFECTS AND LIMITS
Parallel / mean ion temperature: 1.138
Electron Debye length: 1.051 mm
Negative-ion excursion amplitude: 7.339 um
k times ion free path, 2 mm and fastest: 0.103, 0.320
Coulomb / gas collision rate, negative ion: 0.03249
Recombination / growth rate, 2 mm: 0.05626
2 mm growth rate, doubled heat conduction: 6.646e+04 s^-1
Electron energy-loss rate / angular drive: 1.16
\end{verbatim}
